# Diffuse-Mismatch Conductance from Full-Zone Phonon Dispersions: Binning, Balance and Convergence

## The interface and the quantity to be computed

Heat flows through two crystals bonded or grown together. Phonons arrive at the contact plane from both sides; some cross and some return. If the plane is rough on the scale of their wavelengths, a phonon may leave it with little memory of how it arrived. The diffuse-mismatch model takes this loss of memory to be complete. What then limits the heat flow is how many phonons each crystal can carry to and from the plane at each frequency.

Toward the zone boundary many acoustic phonons slow down, and a crystal with several atoms per cell has optical branches, so this capacity must be taken from the full dispersion. On a computer the dispersion is a finite list of modes, and modes of equal frequency on the two sides are matched by sorting them into bins. The result then depends on both the mesh and the bin width, and the two limits cannot be taken in arbitrary order.

Let crystal A lie to the left and B to the right of a plane with normal \(z\). The crystals are harmonic, and scattering at the plane conserves frequency. For side \(s\) and frequency bin \(b\), define the one-way flux weight
\[
S_s(b)=\sum_j\int_{\rm BZ}\frac{d^3k}{(2\pi)^3}\,v_z\,\Theta(v_z)\,[\omega_j(\mathbf k)\in b],
\]
where \(j\) labels branches, \(v_z=\partial\omega_j/\partial k_z\), and the bracket is 1 if the condition holds and 0 otherwise. The unit of \(S_s\) is m\(^{-2}\) s\(^{-1}\). Multiplied by the mean occupation \(n\), it is the number of phonons in the bin that cross unit area per second in one direction. Time reversal gives \(\omega_j(-\mathbf k)=\omega_j(\mathbf k)\), hence \(v_z(-\mathbf k)=-v_z(\mathbf k)\), so the weight toward the plane equals the weight away from it.

## Transmission and conductance

Let \(\alpha_{AB}\) be the probability that a phonon arriving from A ends in B, and \(\alpha_{BA}\) the reverse. A phonon without memory ends in B with the same probability whichever side it came from. For one from B, that probability is \(1-\alpha_{BA}\). Therefore
\[
\alpha_{AB}=1-\alpha_{BA}.
\]
At a common temperature both sides have the same \(n(\omega)\), and elastic scattering must produce no net flux at any frequency:
\[
\alpha_{AB}S_A=\alpha_{BA}S_B .
\]
This is the detailed balance required here. Inserting the first relation gives \(\alpha_{AB}S_A=(1-\alpha_{AB})S_B\), so
\[
\alpha_{AB}=\frac{S_B}{S_A+S_B},\qquad \alpha_{BA}=\frac{S_A}{S_A+S_B}.
\]
A bin that is empty on one side transmits nothing.

If the incident phonons have temperatures \(T_A\) and \(T_B\), the heat current from A to B is
\[
J=\sum_b\hbar\omega_b\left[n(T_A)\alpha_{AB}S_A-n(T_B)\alpha_{BA}S_B\right]
=\sum_b\hbar\omega_b\,h(S_A,S_B)\,[n(T_A)-n(T_B)],
\]
with \(h(a,b)=ab/(a+b)\) and \(\omega_b\) the bin centre. Expanding to first order in \(T_A-T_B\),
\[
G=\sum_b C(\omega_b,T)\,h(S_A,S_B),\qquad
C=\hbar\omega\frac{\partial n}{\partial T}=k_B\left[\frac{x/2}{\sinh(x/2)}\right]^2,\quad x=\frac{\hbar\omega}{k_BT}.
\]

This \(G\) refers to the temperatures of the incident phonons, not to local temperatures beside the plane. The distinction matters when much of the flux is transmitted, because the phonons leaving the plane on each side then include many from the other crystal. A separate limitation appears for identical crystals. The formula gives \(\alpha=1/2\), whereas an imaginary plane inside a perfect crystal transmits everything. The model fails there because nothing at such a plane erases memory.

## From force constants to flux weights

Crystal A is monatomic fcc with mass \(M\), lattice constant \(a\) and central springs \(K\) to its 12 nearest neighbours at \(\mathbf d\), with unit vectors \(\hat{\mathbf n}\). The equation of motion is
\[
M\ddot{\mathbf u}_0=\sum_{\mathbf d}K\hat{\mathbf n}\,\hat{\mathbf n}\cdot(\mathbf u_{\mathbf d}-\mathbf u_0).
\]
Put \(\mathbf u_{\mathbf d}=\mathbf e\,e^{i(\mathbf k\cdot\mathbf d-\omega t)}\). Neighbours come in pairs \(\pm\mathbf d\), so the sines cancel and \(D\mathbf e=\omega^2\mathbf e\) with
\[
D(\mathbf k)=\frac KM\sum_{\mathbf d}\hat{\mathbf n}\hat{\mathbf n}^{T}(1-\cos\mathbf k\cdot\mathbf d).
\]
At \(\mathbf k=(0,0,2\pi/a)\), eight neighbours have \(d_z=\pm a/2\). Each contributes \(\hat n_z^2=1/2\) times \(1-\cos\pi=2\), so the longitudinal frequency obeys \(\omega^2=8K/M\).

Crystal B has the rock-salt structure, with masses \(m_1,m_2\), central springs \(K_1\) between unlike nearest neighbours and \(K_2\) between like second neighbours. With mass-scaled displacements its \(6\times6\) matrix has the blocks
\[
D_{ii}=\frac1{m_i}\left[K_1\sum_{\rm unlike}\hat{\mathbf n}\hat{\mathbf n}^T+K_2\sum_{\rm like}\hat{\mathbf n}\hat{\mathbf n}^T(1-\cos\mathbf k\cdot\mathbf d)\right],
\]
\[
D_{12}=D_{21}=-\frac{K_1}{\sqrt{m_1m_2}}\sum_{\rm unlike}\hat{\mathbf n}\hat{\mathbf n}^T\cos\mathbf k\cdot\mathbf d .
\]

Both matrices are real and symmetric. For a normalized eigenvector, differentiate \(\omega^2=\mathbf e^TD\mathbf e\) with respect to \(k_z\). The terms containing \(\mathbf e'=\partial\mathbf e/\partial k_z\) add to \(2\mathbf e'^TD\mathbf e=2\omega^2\mathbf e'^T\mathbf e\), which vanishes because \(\mathbf e^T\mathbf e=1\). What remains is
\[
v_z=\frac{1}{2\omega}\,\mathbf e^T\frac{\partial D}{\partial k_z}\mathbf e .
\]

At a degeneracy the eigenvectors are arbitrary within their subspace. The sum of the velocities is then still fixed, but the sum of \(|v_z|\) is not. The mesh is therefore shifted by unequal fractions of a step along the three reciprocal vectors, which keeps it off the symmetry lines.

With \(N^3\) mesh points and primitive-cell volume \(V_c=a^3/4\), each point represents \(1/(N^3V_c)\) of the integral \(\int d^3k/(2\pi)^3\). Averaging the two directions of travel gives the estimate
\[
S_s(b)=\frac1{N^3V_c}\sum_{\text{modes in }b}\tfrac12|v_z| .
\]

The algorithm is as follows.

1. Diagonalize \(D\) on the shifted mesh of each crystal and compute \(v_z\).
2. Add \(|v_z|/(2N^3V_c)\) to the frequency bins, with the same bin edges for A and B.
3. Form \(h(S_A,S_B)\) in each bin, multiply by \(C\), and sum.
4. Refine the mesh at fixed bin width, then reduce the width and repeat.

## A second route: counting crossings

The flux weight can also be found without velocities. At fixed \(\mathbf k_\parallel\), change variable along a rising part of a branch: \(v_z\,dk_z/(2\pi)=d\omega/(2\pi)=d\nu\). Each upward crossing of frequency \(\nu\) along one period in \(k_z\) thus contributes one channel. The surface Brillouin zone has area \((2\pi)^2/A_s\), where \(A_s\) is the surface-cell area, so
\[
S_s(b)=\int_b d\nu\,\frac{\langle N_{\rm up}(\nu,\mathbf k_\parallel)\rangle}{A_s},
\]
the average being over that zone. For fcc translations and a [001] normal, \(A_s=a^2/2\) and the period in \(k_z\) is \(4\pi/a\). The product \((2\pi)^2(2/a^2)(4\pi/a)=32\pi^3/a^3\) equals the bulk zone volume \((2\pi)^3/V_c\), so each mode is counted once.

Sampling in \(k_z\) gives this count an error of known sign. A rise between neighbouring samples implies at least one true crossing, but a maximum or minimum between samples can be missed. At each sampled \(\mathbf k_\parallel\) the count is therefore never too high.

## What bin width does

Suppose several narrow bins with weights \(a_i,b_i\) are merged. Write \(t_i=a_i+b_i\), \(p_i=a_i/t_i\) and \(t=\sum_i t_i\), and let \(\langle\cdot\rangle\) be the average with weights \(t_i/t\). Since \(h(a_i,b_i)=t_ip_i(1-p_i)\),
\[
\sum_i h(a_i,b_i)=t\left(\langle p\rangle-\langle p^2\rangle\right),\qquad
h\Big(\sum_i a_i,\sum_i b_i\Big)=t\left(\langle p\rangle-\langle p\rangle^2\right).
\]
Subtracting,
\[
h_{\rm merged}-\sum_i h_i=t\left(\langle p^2\rangle-\langle p\rangle^2\right)\ge0 .
\]
Here \(p\) is the transmission \(\alpha_{BA}\). Merging bins adds the variance of the transmission inside the new bin, multiplied by the total flux weight. In the classical limit, \(C=k_B\), merging can therefore never lower \(G\). At finite temperature \(C\) is evaluated at a new bin centre, and the inequality for \(G\) is not guaranteed.

This one identity describes two errors. If \(p\) truly varies across a bin of width \(\Delta\), approximately linearly and with nearly constant flux, its variance is \((p')^2\Delta^2/12\), and wide bins overestimate \(G\) at second order in \(\Delta\). If \(p\) scatters because each narrow bin holds few modes, narrow bins underestimate \(G\).

To size the second error, replace \(a,b\) by \(a(1+x),b(1+y)\), where \(x,y\) are small sampling errors, and put \(q=1-p\):
\[
\frac{h(a(1+x),b(1+y))}{h(a,b)}=\frac{1+x+y+xy}{1+px+qy}.
\]
Using \(1/(1+s)=1-s+s^2\) with \(s=px+qy\), the first-order part is \(qx+py\), and the second-order part is
\[
xy-(x+y)(px+qy)+(px+qy)^2=-pq(x-y)^2 .
\]
If the errors average to zero, the first-order part drops out and a relative deficit \(pq\langle(x-y)^2\rangle\) remains. For independently drawn modes this mean square would vary as the inverse number of modes per bin, that is, as \(1/(N^3\Delta)\). A regular mesh is not a random sample, so this scaling is an estimate.

The extreme case needs no estimate. When the bins are so narrow that none contains modes from both sides, every \(h\) is zero and \(G=0\). The limit \(\Delta\to0\) at fixed mesh is therefore wrong whenever the two lists share no frequency. The mesh must be refined first, or fast enough that the number of modes per bin keeps growing as the bins shrink; by the estimate above, a fixed number would leave a deficit that does not vanish.

## Worked example

The round model parameters are \(a=0.40\) nm, \(M=60\) u and \(K=25\) N/m for A, and \(a=0.50\) nm, masses 30 and 50 u, \(K_1=20\) N/m and \(K_2=6\) N/m for B. The highest sampled frequencies are 7.13 and 7.34 THz. The standard setting is a \(48^3\) mesh with bins of 0.125 THz. The full tables are in the numerical output.

Take the bin at 4.06 THz. A has 23.12 channels per nm\(^2\) and B has 6.515, so
\[
\alpha_{AB}=\frac{6.515}{23.12+6.515}=0.2198,\qquad 23.12\times0.2198=5.08\ \text{nm}^{-2}
\]
is the density of transmitted channels. A single bin is converged only to about 2%: another mesh shift moves the weight of A to about 22.7 per nm\(^2\) and \(\alpha_{AB}\) to about 0.224, so the last digits serve only the arithmetic. At 300 K, \(x=0.650\) and \(C=0.966\,k_B=1.333\times10^{-23}\) J/K. The bin contributes
\[
1.333\times10^{-23}\times5.08\times10^{18}\times1.25\times10^{11}=8.5\times10^{6}\ \text{W m}^{-2}\text{K}^{-1}.
\]

The sum over all bins is \(G=410\) MW m\(^{-2}\) K\(^{-1}\) at 300 K and 45.9 MW m\(^{-2}\) K\(^{-1}\) at 30 K. Evaluating \(J\) with incident temperatures 0.05 K above and below 300 K and dividing by 0.1 K reproduces the first value.

The transmission varies strongly with frequency: 0.58 at 3.06 THz, 0.018 at 5.06 THz and 0.56 at 6.06 THz. Near 5 THz B has few channels, and almost everything arriving from A is reflected. Omitting the upper three branches of B, with all else fixed, lowers \(G\) at 300 K to 259 MW m\(^{-2}\) K\(^{-1}\), a loss of 37%. In this model a calculation restricted to the lower three branches would be seriously wrong.

## Convergence and error budget

At 300 K and fixed width 0.125 THz, meshes of \(12^3\), \(24^3\) and \(48^3\) give 401.5, 408.6 and 409.8 MW m\(^{-2}\) K\(^{-1}\). At 30 K they give 43.5, 45.7 and 45.9. The coarsest mesh lies 2% below the finest at 300 K but 5% below it at 30 K. Low temperature weights low frequencies, where a uniform mesh has few points. These percentages belong to the shift used here; other shifts of the \(12^3\) mesh give deficits of 0.1 to 0.5% at 300 K and 1 to 3.5% at 30 K.

Narrow bins show the sampling deficit. At width 0.00098 THz the three meshes give 205, 365 and 402 MW m\(^{-2}\) K\(^{-1}\). On the \(12^3\) mesh with bins of 1.91 MHz, \(G\) has fallen to 0.96. Reducing the width from 0.0625 to 0.0078 THz costs 37.5, 5.8 and 1.2 MW m\(^{-2}\) K\(^{-1}\) on the successive meshes. These losses shrink by factors of 6.4 and 5.1 per mesh doubling, somewhat less than the estimated 8. Each loss also contains the true bin-width effect, which does not vanish as the mesh is refined, and a regular mesh need not follow the random-sampling estimate exactly.

Wide bins show the opposite error. In the classical limit, the crossing-count spectra give an excess of 1.85%, 0.67% and 0.24% at widths 0.5, 0.25 and 0.125 THz, relative to the same data in bins of 0.0039 THz. Each halving reduces the excess by about 2.8, not by the factor 4 of the smooth estimate. The smooth estimate therefore does not describe these widths; the cause was not tested.

The crossing count used \(44^2\) values of \(\mathbf k_\parallel\) and 64 of \(k_z\). Its flux spectra differ from the binned ones by 0.7% for A and 0.9% for B, as summed absolute differences relative to the total flux weight. It gives \(G=406\) MW m\(^{-2}\) K\(^{-1}\) at 300 K, 0.8% below the binned value. Missed extrema and the narrower bins both act in this direction; the classical excess of 0.24% found above indicates the size of the bins' share. The two routes thus support 410 MW m\(^{-2}\) K\(^{-1}\) to about 1% as the numerical value of this model, which says nothing about the error of the model itself.

## Testing detailed balance

With direction-averaged weights, \(\alpha_{AB}S_A=\alpha_{BA}S_B\) holds by algebra and tests nothing. The shifted mesh lacks inversion symmetry, however, so the flux \(S_A^+\) from modes with \(v_z>0\) in A and \(S_B^-\) from modes with \(v_z<0\) in B carry separate sampling errors. A useful residual is
\[
R=\frac{\sum_b|\alpha_{AB}S_A^+-\alpha_{BA}S_B^-|}{\tfrac12\sum_b(\alpha_{AB}S_A^++\alpha_{BA}S_B^-)} .
\]
With the mesh shift used here it falls from 5.9% to 1.7% to 0.55% on the three meshes; its size depends on the shift. The net heat current at equal temperatures of 300 K is 0.18, 0.005 and 0.008 GW m\(^{-2}\). It need not fall steadily, because errors of opposite sign cancel in it; \(R\) is the better diagnostic.

A false transmission behaves differently. Let \(D_s\) be the number of modes per volume in the bin and set \(\alpha_{AB}=D_B/(D_A+D_B)\), \(\alpha_{BA}=D_A/(D_A+D_B)\). With \(u_s=S_s/D_s\), the net flux weight at equal temperature is
\[
\frac{S_AD_B-S_BD_A}{D_A+D_B}=\frac{D_AD_B}{D_A+D_B}(u_A-u_B).
\]
It vanishes only if the mean normal speeds agree. On the \(48^3\) mesh with direction-averaged fluxes, \(R\) is 34%, and a current of 28 GW m\(^{-2}\) runs from A to B with no temperature difference. Dividing by \(G\) shows that a real difference of about 69 K would be needed to drive it. Memory loss alone does not fix the transmission; the balance must be between fluxes.

## Bounds and real interfaces

Since \(h(a,b)/\min(a,b)=\max(a,b)/(a+b)\) lies between 1/2 and 1, the model's \(G\) lies between half of \(G_{\min}=\sum_bC\min(S_A,S_B)\) and \(G_{\min}\) itself. Here \(G_{\min}=710\) MW m\(^{-2}\) K\(^{-1}\) at 300 K. The upper limit holds beyond the diffuse model: for any elastic interface, detailed balance and transmissions of at most one make the transmitted flux no larger than either incident flux.

The masses, lattice constants and top frequencies used here are of the order found in ordinary metals and salts. Crystal B has no long-range Coulomb forces, however, so its three optical modes are degenerate at the zone centre, whereas a real salt splits them widely; the share of the upper branches found above does not carry over to a salt. Where phonons carry the heat across, as between a metal and an insulator, measured conductances of well-bonded interfaces near room temperature range roughly from tens to several hundred MW m\(^{-2}\) K\(^{-1}\), and the model value is of that order. The comparison is loose, because measurements refer to temperatures beside the plane. With about 40% of the flux from A and 50% of that from B transmitted, the local temperature step is only roughly half the difference of the incident temperatures, and the conductance referred to it is correspondingly larger. Real contacts need not scatter diffusely. With the same two crystals and elastic scattering, better transmission could raise \(G\), referred to incident temperatures, by at most 73% (a conductance referred to local temperatures is not held to this bound), while weak bonding could lower it toward zero. Anharmonic scattering at the interface can change phonon frequencies and open channels outside the elastic bound; its size cannot be obtained from these dispersions alone. Between two metals, electrons usually carry most of the heat across; that path is absent here, and the range quoted above does not apply.

## Calculated quantities

```
A: a = 0.40 nm, mass = 60 u, spring = 25 N/m
B: a = 0.50 nm, masses = 30, 50 u, springs = 20, 6 N/m
highest sampled frequency: A 7.130, B 7.342 THz
A longitudinal zone-boundary frequency: 7.131 THz
standard bin width: 0.125 THz; mesh 48^3
frequency (THz), channels A, channels B (1/nm^2), alpha A to B:
  1.0625  1.086  1.233  0.532
  2.0625  4.356  5.195  0.544
  3.0625  11.040  15.402  0.582
  4.0625  23.118  6.515  0.220
  5.0625  17.874  0.320  0.018
  6.0625  11.677  15.061  0.563
  6.8125  10.028  8.233  0.451
flux spectrum deviation from crossing count: A 0.72 %, B 0.92 %
G at standard width (MW/m^2/K), by mesh: 300 K, 30 K
  12^3: 401.53, 43.518
  24^3: 408.61, 45.712
  48^3: 409.75, 45.941
  crossing count: 406.31, 45.609
G at 300 K (MW/m^2/K) by mesh (rows) and bin width (columns)
  widths (THz): 0.00098, 0.00781, 0.06250, 0.12500, 0.50000
  12^3: 205.31, 357.24, 394.78, 401.53, 411.63
  24^3: 365.47, 401.43, 407.27, 408.61, 415.26
  48^3: 402.37, 407.91, 409.06, 409.75, 416.10
12^3 mesh, bin width 1.91 MHz: G = 0.962 MW/m^2/K
classical bin-width excess, crossing-count data:
  width 0.500 THz: 1.850 %
  width 0.250 THz: 0.674 %
  width 0.125 THz: 0.241 %
detailed-balance residual (%), net heat at equal 300 K (GW/m^2):
  flux alpha, 12^3: 5.93, 0.1785
  flux alpha, 24^3: 1.71, 0.0054
  flux alpha, 48^3: 0.55, 0.0084
  density-of-states alpha, 48^3: 33.61, 28.2064
G at 300 K without upper three B branches: 258.67 MW/m^2/K
upper bound from min(SA,SB) at 300 K: 710.29 MW/m^2/K
finite-difference flux / dT at 300 K: 409.75 MW/m^2/K
```
